**Three-site test of the locality approximation and T-moves in DMC**

The program studies H = K + U + V on three sites, with hops K, a local potential U and a nonlocal projector V, in units of the hopping t. For the attractive projector and a positive trial vector ψ = (1, b, r), the exact ground energy is −2 t, while the locality approximation (LA) gives the mixed energy −(r + 1/r) t. The program asserts this by numerical diagonalization for several r and b, and by a symbolic determinant and eigenvector for general r and b. For ψ = (1, 1, 2) the output shows an LA mixed energy of −2.5 t, whereas the expectation value of H in the same LA ground vector is −1.333 t, above the exact energy. An importance-sampled projection converges to −2.5 t under LA and to −2 t with the T-move Hamiltonian. A repulsive companion model has an LA energy above the exact one. In 2000 random three-site models the program asserts the pair identity for the localization error and the T-move upper bound; LA lies below the exact energy in 998 of them and above it in 1002.

## Program and output

```python
"""
Result under test: in diffusion Monte Carlo (DMC) with a nonlocal potential, the
locality approximation (LA) can give a mixed energy BELOW the exact ground energy.

Three-site model, energies in units of the hopping t:
  H = K + U + V,  K: hops -1 on 1-2 and 2-3,  U: diagonal local potential,
  V = 2 g |p><p| with p = (1,0,1)/sqrt(2): nonlocal projector (g = -1: attractive).
  U = -g diag(1,0,1), so that H has zero diagonal.
  psi = (1, b, r): positive trial vector.
  LA:      V -> diag((V psi)/psi); its ground vector is Phi.
  T-moves: only off-diagonal V_xy with V_xy psi_x psi_y > 0 are localized.
  Mixed energy: <psi|H|Phi>/<psi|Phi>.
Claims for g = -1: exact energy -2, LA mixed energy -(r + 1/r), T-move energy -2.
"""
import numpy as np
import sympy as sp


def model(g):
    hops = np.array([[0., -1., 0.], [-1., 0., -1.], [0., -1., 0.]])
    p = np.array([1., 0., 1.]) / np.sqrt(2)
    local_part = hops - g * np.diag([1., 0., 1.])
    return local_part, 2 * g * np.outer(p, p)


def localize_all(V, psi):
    return np.diag(V @ psi / psi)


def localize_positive_pairs(V, psi):
    W = V.copy()
    n = len(psi)
    for x in range(n):
        for y in range(n):
            if x != y and V[x, y] * psi[x] * psi[y] > 0:
                W[x, y] = 0.0
                W[x, x] += V[x, y] * psi[y] / psi[x]
    return W


def ground(H):
    energies, vectors = np.linalg.eigh(H)
    v = vectors[:, 0]
    return energies[0], v * np.sign(v.sum())


def mixed(H, psi, phi):
    return psi @ H @ phi / (psi @ phi)


def expectation(H, v):
    return v @ H @ v / (v @ v)


# ---- main example -------------------------------------------------------
A, V = model(-1.0)
H = A + V
psi = np.array([1., 1., 2.])
r = psi[2] / psi[0]
E0, phi0 = ground(H)
H_la = A + localize_all(V, psi)
H_tm = A + localize_positive_pairs(V, psi)
E_la, phi_la = ground(H_la)
E_tm, phi_tm = ground(H_tm)
E_mix = mixed(H, psi, phi_la)
E_mix_tm = mixed(H, psi, phi_tm)
bound = expectation(H_la, phi0)
E_trial = expectation(H, psi)
E_pure = expectation(H, phi_la)
local_energy = H @ psi / psi
f_mix = psi * phi_la / (psi @ phi_la)

assert abs(E0 + 2) < 1e-12 and np.allclose(phi0, 1 / np.sqrt(3))
assert np.all(phi_la > 0)
assert abs(E_mix - E_la) < 1e-12
assert abs(E_mix + r + 1 / r) < 1e-12
assert abs(bound - (-2 - (r - 1)**2 / (3 * r))) < 1e-12
assert E_mix < bound < E0 - 0.1
assert abs(E_mix_tm - E0) < 1e-12
assert E_pure > E0 and E_trial > E0
assert abs(f_mix @ local_energy - E_mix) < 1e-12

print("Energies in units of the hopping t")
print("trial vector psi:", psi, " r =", r)
for name, M in (("V", V), ("H", H), ("H_LA", H_la)):
    for i, row in enumerate(M):
        print(f"{name} row {i+1}:", " ".join(f"{z + 0.0:7.3f}" for z in row))
print("eigenvalues of H [t]:   ", np.round(np.linalg.eigvalsh(H), 6))
print("eigenvalues of H_LA [t]:", np.round(np.linalg.eigvalsh(H_la), 6))
print("Phi_LA scaled to last component 1:", np.round(phi_la / phi_la[2], 6))
print("local energies of psi [t]:", np.round(local_energy, 6))
print("mixed distribution psi*Phi_LA:", np.round(f_mix, 6))
print(f"exact ground energy E0          = {E0:.6f} t")
print(f"LA mixed energy                 = {E_mix:.6f} t")
print(f"LA mixed energy minus E0        = {E_mix - E0:.6f} t")
print(f"<Phi0|H_LA|Phi0> (upper bound)  = {bound:.6f} t")
print(f"variational energy of psi       = {E_trial:.6f} t")
print(f"expectation of H in Phi_LA      = {E_pure:.6f} t")
print(f"T-move mixed energy             = {E_mix_tm:.6f} t")

# ---- symbolic solution for every r and b --------------------------------
rs, bs = sp.symbols("r b", positive=True)
Es = sp.symbols("E")
A_s = sp.Matrix([[1, -1, 0], [-1, 0, -1], [0, -1, 1]])
V_s = sp.Matrix([[-1, 0, -1], [0, 0, 0], [-1, 0, -1]])
assert np.allclose(np.array(A_s, float), A) and np.allclose(np.array(V_s, float), V)
psi_s = sp.Matrix([1, bs, rs])
Vpsi = V_s * psi_s
Hla_s = A_s + sp.diag(*[Vpsi[i] / psi_s[i] for i in range(3)])
determinant = (Es * sp.eye(3) - Hla_s).det()
assert sp.simplify(determinant - (Es + rs + 1 / rs) * (Es**2 - 1)) == 0
phi_s = sp.Matrix([rs**2, rs, 1])
assert sp.simplify(Hla_s * phi_s + (rs + 1 / rs) * phi_s) == sp.zeros(3, 1)

# ---- scan over the trial ratio, with two values of the middle amplitude --
print("scan: r, LA mixed energy [t], shift from E0 [t]")
for ratio in (0.5, 1.0, 1.1, 1.5, 2.0, 3.0):
    values = []
    for b in (1.0, 3.0):
        trial = np.array([1., b, ratio])
        _, phi = ground(A + localize_all(V, trial))
        values.append(mixed(H, trial, phi))
    assert abs(values[0] - values[1]) < 1e-11
    assert abs(values[0] - E0 + (ratio - 1)**2 / ratio) < 1e-11
    print(f"  {ratio:4.1f}  {values[0]:10.6f}  {values[0] - E0 + 0.0:10.6f}")

# ---- importance-sampled projection: infinite-population DMC --------------
tau = 0.1
checkpoints = (0, 2, 5, 10, 20, 400)
history = {}
for name, M in (("LA", H_la), ("TM", H_tm)):
    G = psi[:, None] * (np.eye(3) - tau * M) / psi[None, :]
    assert np.all(G >= 0)
    f = psi**2 / (psi @ psi)
    history[name] = []
    for step in range(checkpoints[-1] + 1):
        if step in checkpoints:
            history[name].append(f @ local_energy)
        f = G @ f
        f /= f.sum()
assert abs(history["LA"][-1] - E_la) < 1e-10
assert abs(history["TM"][-1] - E0) < 1e-10
print(f"projection with 1 - tau*H_eff, tau = {tau} 1/t")
print("step, LA mixed energy [t], T-move mixed energy [t]")
for step, e1, e2 in zip(checkpoints, history["LA"], history["TM"]):
    print(f"  {step:4d}  {e1:10.6f}  {e2:10.6f}")

# ---- companion: repulsive projector, same trial vector -------------------
g_rep = 0.5
A_r, V_r = model(g_rep)
E0_r, _ = ground(A_r + V_r)
_, phi_r = ground(A_r + localize_all(V_r, psi))
E_la_r = mixed(A_r + V_r, psi, phi_r)
assert E_la_r > E0_r + 1e-3
print(f"repulsive companion, V_13 = {V_r[0, 2]:.3f} t:")
print(f"  exact E0 = {E0_r:.6f} t, LA mixed energy = {E_la_r:.6f} t")

# ---- random three-site models: identity, signs and T-move bound ----------
rng = np.random.default_rng(7)
n_models = 2000
below = above = 0
smallest_tm_shift = np.inf
for _ in range(n_models):
    a, c = rng.uniform(0.2, 1.0, 2)
    K = np.array([[0, -a, 0], [-a, 0, -c], [0, -c, 0]])
    K = K + np.diag(rng.normal(size=3))
    W = rng.normal(size=(3, 3))
    W = (W + W.T) / 2
    trial = rng.uniform(0.3, 2.0, 3)
    f = rng.normal(size=3)
    full = K + W
    la = K + localize_all(W, trial)
    tm = K + localize_positive_pairs(W, trial)
    pair_sum = positive_sum = 0.0
    for x in range(3):
        for y in range(x + 1, 3):
            weight = W[x, y] * trial[x] * trial[y]
            term = weight * (f[x] / trial[x] - f[y] / trial[y])**2
            pair_sum += term
            positive_sum += max(term, 0.0)
    assert abs(f @ (la - full) @ f - pair_sum) < 1e-9
    assert abs(f @ (tm - full) @ f - positive_sum) < 1e-9
    exact = ground(full)[0]
    e_la = mixed(full, trial, ground(la)[1])
    e_tm = mixed(full, trial, ground(tm)[1])
    assert abs(e_la - ground(la)[0]) < 1e-9
    assert e_tm >= exact - 1e-9
    smallest_tm_shift = min(smallest_tm_shift, e_tm - exact)
    below += e_la < exact - 1e-9
    above += e_la > exact + 1e-9
    # all nonlocal pairs attractive: LA can never lie above the exact energy
    W_att = np.diag(np.diag(W)) - np.abs(W - np.diag(np.diag(W)))
    e_att = ground(K + localize_all(W_att, trial))[0]
    assert e_att <= ground(K + W_att)[0] + 1e-9
assert below > 0 and above > 0
print(f"random models: {n_models}; LA below E0: {below}; LA above E0: {above}")
print("T-move energies below E0 (beyond 1e-9 t):", int(smallest_tm_shift < -1e-9))

print("tests ok")
```

Output:

```
Energies in units of the hopping t
trial vector psi: [1. 1. 2.]  r = 2.0
V row 1:  -1.000   0.000  -1.000
V row 2:   0.000   0.000   0.000
V row 3:  -1.000   0.000  -1.000
H row 1:   0.000  -1.000  -1.000
H row 2:  -1.000   0.000  -1.000
H row 3:  -1.000  -1.000   0.000
H_LA row 1:  -2.000  -1.000   0.000
H_LA row 2:  -1.000   0.000  -1.000
H_LA row 3:   0.000  -1.000  -0.500
eigenvalues of H [t]:    [-2.  1.  1.]
eigenvalues of H_LA [t]: [-2.5 -1.   1. ]
Phi_LA scaled to last component 1: [4. 2. 1.]
local energies of psi [t]: [-3. -3. -1.]
mixed distribution psi*Phi_LA: [0.5  0.25 0.25]
exact ground energy E0          = -2.000000 t
LA mixed energy                 = -2.500000 t
LA mixed energy minus E0        = -0.500000 t
<Phi0|H_LA|Phi0> (upper bound)  = -2.166667 t
variational energy of psi       = -1.666667 t
expectation of H in Phi_LA      = -1.333333 t
T-move mixed energy             = -2.000000 t
scan: r, LA mixed energy [t], shift from E0 [t]
   0.5   -2.500000   -0.500000
   1.0   -2.000000   -0.000000
   1.1   -2.009091   -0.009091
   1.5   -2.166667   -0.166667
   2.0   -2.500000   -0.500000
   3.0   -3.333333   -1.333333
projection with 1 - tau*H_eff, tau = 0.1 1/t
step, LA mixed energy [t], T-move mixed energy [t]
     0   -1.666667   -1.666667
     2   -1.812652   -1.802920
     5   -1.989063   -1.913574
    10   -2.197067   -1.979030
    20   -2.404250   -1.998811
   400   -2.500000   -2.000000
repulsive companion, V_13 = 0.500 t:
  exact E0 = -1.186141 t, LA mixed energy = -1.167107 t
random models: 2000; LA below E0: 998; LA above E0: 1002
T-move energies below E0 (beyond 1e-9 t): 0
tests ok
```
